# Exceptional Point of Two Counter-Rotating, Thermally Coupled Rings, part 2

Two equal flat rings face each other across a thin film and exchange heat. Ring 1 has velocity $+v$, ring 2 has $-v$. How do their hot spots move in the laboratory while they fade? The arc length $x$ increases in the direction in which ring 1 moves. The cross-section averages $T_1,T_2$ of the temperature obey
$$\partial_tT_1=D\,\partial_x^2T_1-v\,\partial_xT_1+h(T_2-T_1),$$
$$\partial_tT_2=D\,\partial_x^2T_2+v\,\partial_xT_2+h(T_1-T_2).$$
The rings have mean radius $R$, thickness $b$, conductivity $\kappa$, heat capacity per volume $C$ and diffusivity $D=\kappa/C$. The film has thickness $d$ and conductivity $\kappa_i$. The exchange rate per ring is $h=\kappa_i/(Cbd)$.

A harmonic $T_j=\mathrm{Re}[A_je^{ikx}]$ with $k=n/R$ obeys
$$\dot A=(-\Gamma+M)A,\quad \Gamma=Dk^2+h,\quad M=\begin{pmatrix}-ikv&h\\h&ikv\end{pmatrix},\quad M^2=(h^2-k^2v^2)I .$$
Modes vary as $e^{-i\omega t}$ and satisfy $Hu=\omega u$ with $H=-i\Gamma I+iM$. Hence $\omega=-i\Gamma+i\mu$, where $\mu$ is an eigenvalue of $M$. $\mathrm{Re}\,\omega>0$ means motion towards $+x$.

The threshold is the exceptional point $kv=h$, where the two modes merge into one; for harmonic $n$ it lies at $v_n=hR/n$.

- Below it, the modes are stationary with decay rates $\Gamma\mp s$, where $s=\sqrt{h^2-k^2v^2}$. In the slow mode ring 1 leads ring 2 by the phase $\varphi$, with $\sin\varphi=kv/h$ and $\cos\varphi=s/h$.
- Above it, the modes $u_+=(1,iq)$ and $u_-=(-iq,1)$ decay at $\Gamma$ and drift with real frequencies $\pm\Omega$, where $\Omega=\sqrt{k^2v^2-h^2}$ and $q=(kv-\Omega)/h<1$.

The normalized overlap of the two modes is $kv/h$ below threshold and $h/(kv)$ above.

From any start, $A(t)=e^{-\Gamma t}e^{Mt}A(0)$, with
$$e^{Mt}=c(t)\,I+S(t)\,M,\qquad c=\cosh st,\quad S=\frac{\sinh st}{s}.$$
Above threshold $c=\cos\Omega t$ and $S=\sin(\Omega t)/\Omega$; at the exceptional point $c=1$ and $S=t$.

Section 11 starts both rings with the same harmonic, $A(0)=(1,1)$. Ring 1 is then hottest at $kx=\theta$ and ring 2 at $kx=-\theta$. With $X=c+hS$ and $Y=kvS$,
$$\tan\theta=\frac{Y}{X}=\frac{kvS}{c+hS},$$
$$\dot\theta=\frac{kv}{(c+hS)^2+k^2v^2S^2}.$$
What differs between the regimes is the growth of the denominator of $\dot\theta$.

**Below threshold** it grows exponentially and the hot spot comes to rest. As $S/c\to1/s$,
$$\tan\theta_\infty=\frac{kv}{s+h}=\frac{\sin\varphi}{1+\cos\varphi}=\tan\frac{\varphi}{2}.$$
The two hot spots rest at $\pm\varphi/2$, as the slow mode requires. The last part of the approach is exponential, at the rate $2s$ by which the decay rates differ.

**At the exceptional point** the denominator grows as $t^2$. Here $\tan\theta=ht/(1+ht)$, which tends to 1, so $\theta\to45^\circ$. The remaining angle follows from
$$\tan(45^\circ-\theta)=\frac{1-\tan\theta}{1+\tan\theta}=\frac{1}{1+2ht}.$$
The hot spot still comes to rest, but algebraically.

**Above threshold** the denominator is periodic and bounded. The point $(X,Y)$ runs round an ellipse about the origin, and the hot spot completes one turn of phase in the time $2\pi/\Omega$. The speed varies within the turn. At the end of the turn $e^{Mt}=I$, so the amplitude has fallen by the factor $e^{-2\pi\Gamma/\Omega}$.

## 12. When a ring above threshold does not drift

A general state above threshold is
$$A=e^{-\Gamma t}\left[\alpha u_+e^{-i\Omega t}+\beta u_-e^{i\Omega t}\right].$$
Apart from the common decay, the amplitude of ring 1 is $\alpha e^{-i\Omega t}-iq\beta e^{i\Omega t}$. If the first term is larger in modulus, factor it out. The remaining factor stays within a circle about 1 that excludes the origin, so it adds no turns, and the net motion is that of the larger term. Ring 1 therefore drifts forward if $|\alpha|>q|\beta|$. By the same argument ring 2, with amplitude $iq\alpha e^{-i\Omega t}+\beta e^{i\Omega t}$, drifts backward if $|\beta|>q|\alpha|$. Outside the range $q<|\alpha/\beta|<1/q$ both profiles drift the same way. On its borders the two waves in one ring are equally strong and form a standing wave.

Heating ring 1 alone lies on such a border. With $A(0)=(1,0)$,
$$A_1=e^{-\Gamma t}(c-ikvS),\qquad A_2=e^{-\Gamma t}hS .$$
The amplitude $A_2$ is real at all times. Above threshold it is proportional to $\sin\Omega t$, so the profile in ring 2 stays in place and exchanges hot and cold after every interval $\pi/\Omega$. Meanwhile the profile in ring 1 travels round. The statement that profiles drift above threshold is therefore a statement about modes. It carries over to both rings for the equal start of Section 11, but not for every start.

## 13. Many harmonics at once

A compact hot spot contains many harmonics. The smallest decay rate for harmonic $n$ is
$$\gamma_n=\frac{Dn^2}{R^2}+h-\mathrm{Re}\sqrt{h^2-\frac{n^2v^2}{R^2}} .$$
The first term rises with $n$ and the root never rises, so $\gamma_n$ increases with $n$. If the slowest fundamental mode is present at the start, the fundamental outlives all higher harmonics and decides where the late profile is hottest, except near the instants when a standing fundamental, as in Section 12, passes through zero. The uniform parts of the temperatures shift the level in each ring, not the position of the maximum.

For $v\ge hR$ the harmonics $n\ge1$ all have zero real root, and the exponential decay rates of the second harmonic and the first differ by $\gamma_2-\gamma_1=3D/R^2$. For $v>hR$ this difference sets the relative fading, apart from oscillations of the amplitudes, and it can be slow compared with a turn. At $v=hR$ the amplitude of the fundamental generally contains an additional factor that grows linearly with $t$ at late times, so the second harmonic fades faster relative to it. For $hR/2<v<hR$ the modes of the second harmonic drift, while those of the fundamental are stationary. From the equal start of Section 11, the second harmonic then moves through the fundamental until it has faded.

## 14. What equal speeds and equal losses do

**Unequal speeds.** Let the velocities be $\bar v+w$ and $\bar v-w$. The matrix $H$ then gains the term $k\bar vI$, and $w$ replaces $v$ elsewhere. The exceptional point survives at $kw=h$, but every mode also moves with the mean velocity $\bar v$. For $kw\le h$, modes at rest in the laboratory therefore require $\bar v=0$. For $kw>h$ the frequencies have the real parts $k\bar v\pm\sqrt{k^2w^2-h^2}$, so one of the two modes is at rest when $|\bar v|=\sqrt{w^2-h^2/k^2}$.

**Equal losses.** A loss rate $g$ to the surroundings, the same for both rings, adds $g$ to $\Gamma$. The threshold is unchanged.

**Loss from ring 1 alone.** This adds $-g$ to the first diagonal element of the evolution matrix. Half of it is a common decay $g/2$. The rest changes the diagonal elements of $M$ to $\mp(ikv+g/2)$. The square of the eigenvalue becomes
$$\mu^2=h^2+\left(ikv+\frac g2\right)^2=h^2-k^2v^2+\frac{g^2}{4}+igkv .$$
For $g>0$ and $kv>0$ the imaginary part cannot vanish, so no speed gives an exact degeneracy. At the nominal point $kv=h$, and for $g\ll h$, $\mu\approx\pm\sqrt{gh}\,e^{i\pi/4}$. Since $\omega=-i(\Gamma+g/2)+i\mu$,
$$|\mathrm{Re}\,\omega|\approx\sqrt{\frac{gh}{2}} .$$
The longer-lived mode has $\mathrm{Re}\,\mu>0$, hence $\mathrm{Im}\,\mu>0$ and $\mathrm{Re}\,\omega<0$. It drifts with ring 2, which loses less heat. Well below threshold, where $gkv\ll s^2$, expansion of the root gives the much smaller value $|\mathrm{Re}\,\omega|\approx gkv/(2s)$. The square root makes the neighbourhood of the exceptional point the place most sensitive to a small one-sided loss.

## 15. Temperature drop inside the rings

Let a heat flux $J$ leave ring 1 through its inner face, while its outer face is insulated. If the evolution is slow compared with the diffusion time $b^2/D$, all layers cool at nearly the same rate. The flux at distance $z$ from the outer face is then $Jz/b$. From $-\kappa\,dT/dz=Jz/b$,
$$T(z)=T(0)-\frac{Jz^2}{2\kappa b}.$$
The mean over the thickness is $T(0)-Jb/(6\kappa)$, and the inner face is at $T(0)-Jb/(2\kappa)$. The mean exceeds the face by $Jb/(3\kappa)$. The other ring contributes the same amount, so the difference of the mean temperatures is $J[d/\kappa_i+2b/(3\kappa)]$ and
$$h_{\rm eff}=\frac{1}{Cb\left[d/\kappa_i+2b/(3\kappa)\right]}.$$
The correction is small when $2b/(3\kappa)$ is far below $d/\kappa_i$, as it is for the aluminium rings and the oil film of Section 16. With a much thinner or better conducting film it can be large even for aluminium. The formula is then only approximate, because $h_{\rm eff}$ becomes comparable with $D/b^2$ and the evolution is no longer slow. For the rings of Section 16, the threshold with the temperature resolved through the thickness lies about 2% below $h_{\rm eff}/k$ at $d=2$ µm and about 7% below it at $d=0.2$ µm.

## 16. Example: aluminium rings with an oil film

Take rings with $R=100$ mm, $b=5$ mm and a radial width of 10 mm, and a silicone-oil film with $d=0.2$ mm. Rough typical values near room temperature are $\kappa=240$ W/(m K) and, as density times specific heat, $C=2700\times900$ J/(m³ K) $=2.43$ MJ/(m³ K) for aluminium, and $\kappa_i=0.15$ W/(m K) for the oil. Then
$$h=\frac{0.15}{(2.43\times10^6)(5\times10^{-3})(2\times10^{-4})}\ \mathrm{s^{-1}}=0.0617\ \mathrm{s^{-1}} .$$
For the fundamental, $k=0.01$ mm⁻¹ and $Dk^2=98.8\times10^{-4}=0.00988$ s⁻¹. The exceptional point lies at
$$v_1=\frac{h}{k}=6.17\ \mathrm{mm/s},$$
or 0.59 rpm. For $n=2$ it lies at 3.09 mm/s.

**At 0.6 of the threshold,** 3.70 mm/s, $s=0.8h=0.0494$ s⁻¹. The decay rates are $0.0716\mp0.0494$, that is 0.0222 and 0.121 s⁻¹. The displacement is $\varphi=\arcsin0.6=36.9^\circ$, so the hot spots should rest at $\pm18.4^\circ$. This was tested by solving the two heat equations with 21 points around each ring, from equal starting profiles $\exp[4(\cos\vartheta-1)]$, where $\vartheta=x/R$. The maximum of the full profile in ring 1 came to rest at $18.5^\circ$, read on a grid of $0.25^\circ$. The second harmonic, at 1.2 times its own threshold, drifts at this speed but dies out. While it lasts, the maximum of the full profile overshoots to about $20^\circ$ near 30 s and then returns.

**At 3 times the threshold,** 18.5 mm/s, $\Omega=h\sqrt{9-1}=0.175$ rad/s. The mean pattern speed is 17.5 mm/s and a turn takes 36.0 s. In that time the fundamental falls to $e^{-0.0716\times36.0}=0.076$ of its initial amplitude. The second harmonic fades relative to it at $3\times0.00988=0.0296$ s⁻¹, so after one turn somewhat more than a third of its relative weight remains, and the maximum of a compact spot is not yet that of the fundamental.

The angle of the fundamental in ring 1, for the equal start, develops as follows.

| Speed / threshold | 10 s | 30 s | 60 s |
|---|---|---|---|
| 0.6 | 12.3° | 17.6° | 18.4° |
| 1 | 20.9° | 33.0° | 38.2° |
| 3 | 80.5° | 282.0° | 228.9° (second turn) |

At threshold and 10 s, for instance, $ht=0.617$ and $\tan\theta=0.617/1.617=0.382$, which gives $20.9^\circ$. After a minute the hot spot of the fundamental is still $7^\circ$ short of its limit, in keeping with the algebraic approach found in Section 11. The maximum of the compact spot does not follow this curve at early times. It reaches about $43^\circ$ near 28 s and falls back to about $36^\circ$ at 60 s, because the higher harmonics drift at this speed.

A drifting profile also has to live long enough to be seen. For the amplitude to fall by no more than a factor $e$ per turn, $\Omega$ must be at least $2\pi\Gamma=0.45$ rad/s. With these rings that takes about 7.4 times the threshold speed in the two-temperature model, and about 7.3 times when the rings and the film are resolved through their thickness.

## 17. The example beside a real device

The neglected effects can be sized for the same rings. The internal temperature drop lowers $h$ by 1.03%. A layered calculation that resolves the rings and the sheared film through their thickness puts the exceptional point at 6.11 mm/s, 0.96% below the simple value. With the film's heat capacity cut to one hundredth the shift is 1.03%, so heat storage in the film, whose capacity is 2.4% of a ring's, hardly moves the threshold here. At the high speed the layered calculation gives a drift of 0.174 rad/s and a decay rate of 0.0707 s⁻¹, against 0.175 and 0.0716.

Loss to still air, with a rough coefficient of 10 W/(m² K) on the outer face, has the rate 0.00082 s⁻¹. If it acts on one ring alone, the modes at the nominal threshold drift at 0.0050 rad/s. That is 8% of $h$, although the loss itself is 1.3% of $h$. At 0.6 of the threshold the drift is 0.00031 rad/s. The two rims of a ring together have the same area as its outer face. If they are bare too, the loss rate doubles and these drifts rise to 0.0071 and 0.00062 rad/s. Shear in an oil of viscosity 1 Pa s heats the rings by 0.00028 K/s at the high speed, or 0.01 K per turn. The heating is even around the ring, though about 22% stronger at the outer edge than at the inner one, and it leaves the modes alone while the properties stay constant. The width of the ring does not alter the product $kv=nv/R$, since speed and circumference both grow with radius. It raises the mean of $Dk^2$ by 0.08%.

The threshold also depends on how well the film thickness is known. Because $h\propto1/d$, an error of 0.02 mm in the mean thickness moves the threshold by about 10%, more than the other shifts of the threshold listed here. A film that is thicker on one side also makes $h$ depend on position and couples the harmonics, which this model leaves out. Many aluminium alloys conduct less well than the value used, which enlarges the internal temperature drop. The rings themselves must also match. If their thicknesses differ by 1%, so do their exchange rates $h_1$ and $h_2$, and the difference acts like a one-sided loss $g=|h_1-h_2|\approx0.01h$. As in Section 14, the exact degeneracy is then lost. At the speed where $kv$ equals the mean exchange rate $h=(h_1+h_2)/2$, the modes drift at about $\sqrt{gh/2}=0.0044$ rad/s, or 7% of $h$. Unless differences happen to compensate each other, the rule $v_1=hR$ thus needs rings of equal thickness, heat capacity and conductivity, a film of known and even thickness, equal speeds, equal losses, and rings whose thermal resistance $b/\kappa$ is far below the film's $d/\kappa_i$. The complete numerical output follows the text.

## Computed values

```
Mean radius: 100 mm
Ring thickness: 5 mm
Ring radial width: 10 mm
Film thickness: 0.2 mm
Ring conductivity (rough): 240 W/(m K)
Ring heat capacity (rough): 2.43 MJ/(m^3 K)
Film conductivity (rough): 0.15 W/(m K)
Film heat capacity (rough): 1.455 MJ/(m^3 K)
Film viscosity (rough): 1 Pa s
Air loss coefficient (rough): 10 W/(m^2 K)
Ring diffusivity: 98.77 mm^2/s
Wavenumber n=1: 0.01 1/mm
Exchange rate h: 0.06173 1/s
Axial conduction rate D k^2: 0.009877 1/s
EP speed n=1: 6.173 mm/s
EP rotation n=1: 0.5895 rpm
EP speed n=2: 3.086 mm/s
Decay rate at EP: 0.0716 1/s
Low speed (0.6 EP): 3.704 mm/s
Low speed, slow decay rate: 0.02222 1/s
Low speed, fast decay rate: 0.121 1/s
Low speed, offset between rings: 36.87 deg
Low speed, ring 1 rest angle, simulated: 18.5 deg
High speed (3 EP): 18.52 mm/s
High speed, angular drift: 0.1746 rad/s
High speed, pattern speed: 17.46 mm/s
High speed, time per turn: 35.99 s
High speed, amplitude left after a turn: 0.076
Eigenvector overlap at 0.6 EP: 0.6
Eigenvector overlap at 1 EP: 1
Eigenvector overlap at 3 EP: 0.3333
Ring 1 angle at 0.6 EP, t=10,30,60 s: 12.3, 17.6, 18.4 deg
Ring 1 angle at 1 EP, t=10,30,60 s: 20.9, 33.0, 38.2 deg
Ring 1 angle at 3 EP, t=10,30,60 s: 80.5, 282.0, 228.9 deg
Layered model EP speed: 6.113 mm/s
Layered EP shift: -0.962 %
Same, film storage cut to 1/100: -1.03 %
Series-resistance shift of h: -1.03 %
Film/ring heat capacity ratio: 2.4 %
Layered slow decay rate, low speed: 0.02221 1/s
Layered drift, high speed: 0.1741 rad/s
Layered decay rate, high speed: 0.07066 1/s
Air loss rate per ring: 0.000823 1/s
One-sided loss, drift at EP: 0.00503 rad/s
One-sided loss, drift at 0.6 EP: 0.000309 rad/s
Shear heating at high speed: 0.000282 K/s
Curvature change of D k^2: 0.083 %
```
